Water Impingement and Hydrogen Uptake in Growing Amorphous InGaZnO₄ Films

**1. Two wrong estimates**

A sputtering chamber contains argon at 0.5 Pa and water at 1×10⁻⁶ Torr, which is 1.33×10⁻⁴ Pa. The gas holds about 3 water molecules per 10,000 argon atoms, so one might expect a similarly small contamination of the film. That compares water with the wrong quantity. Most of the argon leaves the surface again, while the film is built from a slow stream of metal and oxygen. Water must be compared with that stream, and at an ordinary growth rate the two are of the same size.

The opposite error is to assume that every arriving molecule stays. For the film below, this would put more hydrogen atoms into each cubic centimetre than the assumed film has atoms in all. A useful estimate needs the arrival rate, the fraction retained, and the effect of retention on the supply.

**2. The impingement flux**

Let water vapour have number density n, molecular mass m and temperature T, with a Maxwell velocity distribution. The pressure p is the partial pressure of water, not the total pressure. For the velocity component v toward the wall, the distribution is

φ(v) = √(m/2πkT) exp(−mv²/2kT).

In time dt, molecules with component v reach unit area from a depth v dt. Hence

J = n ∫₀^∞ v φ(v) dv = n √(m/2πkT) · (kT/m) = n √(kT/2πm).

The mean speed, from the three-dimensional distribution, is

v̄ = 4π(m/2πkT)^(3/2) ∫₀^∞ v³ exp(−mv²/2kT) dv = √(8kT/πm),

because the integral equals 2(kT/m)². Thus v̄/4 = √(kT/2πm), and J = nv̄/4.

To replace n by pressure, let each molecule rebound elastically and transfer momentum 2mv:

p = 2mn ∫₀^∞ v² φ(v) dv = 2mn · kT/(2m) = nkT.

Substituting n = p/kT gives

J = (p/kT) √(kT/2πm) = p/√(2πmkT).

At 300 K, n = 3.219×10¹⁰ cm⁻³ and v̄ = 5.938×10⁴ cm/s, so

J = (3.219×10¹⁰)(5.938×10⁴)/4 = 4.78×10¹⁴ cm⁻² s⁻¹.

At fixed pressure J varies as T^(−1/2): warmer gas is faster but thinner, and thinning wins. Gas at 400 K would give 0.866 of this flux.

**3. Comparison with growth**

Take a film of density ρ = 6.1 g/cm³ growing at R = 0.1 nm/s = 1×10⁻⁸ cm/s. One InGaZnO₄ unit has molar mass M_f = 313.92 g/mol and three metal atoms. With N_A the Avogadro constant,

n_M = 3ρN_A/M_f = 3.51×10²² cm⁻³,

n_M R = 3.51×10¹⁴ cm⁻² s⁻¹.

The ratio of arrivals is

J/(n_M R) = 4.78/3.51 = 1.36 water molecules per metal atom.

In terms of layers, n_M^(−1/3) = 0.305 nm of film takes 3.05 s to grow, while one water molecule per metal site, n_M^(2/3) per unit area, arrives in 2.24 s. At this water pressure, reducing the ratio to 0.01 would require growth at 13.6 nm/s.

**4. Leading order: weak retention**

Let η be the fraction of arriving molecules retained whole, with both hydrogen atoms. Kinetic theory does not supply η; it depends on surface chemistry and on the plasma, and is a free parameter here. In time dt, unit area gains 2ηJ dt hydrogen atoms and R dt of thickness. The hydrogen density is therefore

c₀ = 2ηJ/R.

For η = 0.01,

c₀ = 2(0.01)(4.78×10¹⁴)/(1×10⁻⁸) = 9.56×10²⁰ cm⁻³,

or 0.027 hydrogen atoms per metal atom.

This is not a carrier density. Two hydrogen donors from one molecule can release two electrons, but the oxygen from the same molecule takes up two in becoming O²⁻. Water retained whole is neutral in this count. In the same count, net doping by water requires hydrogen and oxygen to be retained in a ratio other than 2:1, for example hydrogen staying while oxygen leaves.

The leading order assumes that J is unaffected by the film. Two effects change this, and both are first order in η.

**5. The film as a pump**

Let 1×10⁻⁶ Torr be the pressure p₀ before growth, with density n₀ and flux J₀ = n₀v̄/4. Water enters at a constant rate Q and is removed by a pump of speed S, so Q = Sn₀. During growth a coated area A also removes water, at the rate ηAnv̄/4. The steady balance is

Sn₀ = Sn + ηAnv̄/4.

Dividing by Sn and inverting,

n/n₀ = 1/(1 + aη), a = Av̄/(4S).

Take A = 1000 cm², all coated at the same rate, and S = 500 L/s. At η = 0.01 the film pumps 148 L/s. Therefore aη = 148/500 = 0.297, a = 29.7, and the pressure falls to 0.771 of its initial value.

This was tested by following molecules between two diffusely emitting walls, one of them carrying the film, with random removal by the pump. For a 30 L chamber without argon collisions, the ratio of mean lifetimes with and without the film was 0.766, with a sampling noise of about 0.005, in agreement with 0.771. At fixed inflow, this is also the pressure ratio.

The pump renews the gas in 30 L/(500 L/s) = 0.06 s, much less than the 3 s per layer, so the gas alone would settle quickly. Water that sticks to the chamber walls and later leaves them can stretch this to seconds or much longer. The steady balance applies once that exchange has settled.

**6. Resupply through argon**

Argon alone does not change the equilibrium flux. Once the film removes water, however, replacements must diffuse to it. Let D be the diffusion coefficient, L the distance from a well-mixed region, and j the net flux toward the film. The streams toward and away from the film, j₊ and j₋, satisfy

j₊ − j₋ = j, j₊ + j₋ ≈ nv̄/2.

The second relation treats the distribution as nearly thermal. Adding the two and halving gives j₊ = nv̄/4 + j/2. At distance L the incoming stream is J, while at the film it is j/η. Subtracting these cancels j/2:

J − j/η = (v̄/4)[n(L) − n(0)] = (v̄/4)(jL/D).

Solving for j,

j = ηJ/(1 + bη), b = v̄L/(4D).

To find D, let water drift at a small velocity u along z through argon of density n_Ar. Let μ be the reduced mass, d the collision diameter and g the relative velocity. Hard spheres scatter isotropically in the centre-of-mass frame, so the mean momentum loss per collision is μg. The collision rate is n_Ar πd²|g|, and the drag is

F = n_Ar πd² μ⟨|g|g_z⟩.

For a drifting Maxwell distribution, the first-order weight is 1 + μug_z/kT. The unshifted term vanishes by symmetry, and g_z² averages to g²/3 over directions:

⟨|g|g_z⟩ = (μu/3kT)⟨g³⟩, ⟨g³⟩ = 8√(2/π)(kT/μ)^(3/2).

Therefore

F/u = (8/3)n_Ar d²√(2πμkT).

Drag on the drifting water balances its partial-pressure gradient: −kT dn/dz = n(F/u)u. Since the diffusive flux is nu,

D = kT/(F/u) = [3/(8n_Ar d²)]√(kT/2πμ).

The drifting Maxwell distribution makes this a first approximation; for hard spheres with these masses the full value is about 5% larger. For d = 0.33 nm and 0.5 Pa of argon, the formula gives D = 5.1×10⁴ cm²/s. With L = 5 cm,

b = (5.938×10⁴)(5)/[4(5.1×10⁴)] = 1.46.

At η = 0.01 this lowers the uptake by only 1.4%. The relation for j₊ + j₋ is only approximate near the ends of the argon layer. This puts an error into b, which affects the uptake most when η is large. A simulation in which each collision gives a fresh thermal velocity found an uptake probability of 0.386 at η = 1, against 0.407 from the formula. At η = 0.3 the values were 0.204 and 0.209.

**7. The first correction**

With argon present, the film pumps with the effective probability η′ = η/(1 + bη). Replacing η by η′ in both the uptake and the pump balance,

c_H = (2J₀/R) η′/(1 + aη′).

Multiplying numerator and denominator by 1 + bη,

c_H = (2J₀/R) η/[1 + (a + b)η].

Define x = (a + b)η = 31.1η. For x ≪ 1,

c_H = (2ηJ₀/R)[1 − x + O(x²)].

The correction is negative because the film depletes its own supply. Here the pump balance contributes 29.7 of the 31.1, and argon 1.46. If the expansion is stopped after −x, its error relative to the full expression is

1 − (1 − x)(1 + x) = x².

The results, in cm⁻³, are:

η = 10⁻³: leading 9.56×10¹⁹; with first correction 9.26×10¹⁹; full 9.27×10¹⁹.

η = 10⁻²: leading 9.56×10²⁰; with first correction 6.58×10²⁰; full 7.29×10²⁰.

In the second case x = 0.311, so the first correction overshoots and leaves an error of about 10%. The small parameter is x, not η: a retention of one per cent is already only moderately weak in this chamber.

If 1×10⁻⁶ Torr is instead the water pressure measured during growth, depletion by the film is already in the reading. Then a must be omitted, and c_H at η = 0.01 is 0.986 × 9.56×10²⁰ = 9.4×10²⁰ cm⁻³.

**8. The opposite limit: supply-limited uptake**

For x ≫ 1, factor x out of the denominator:

c_H = [2J₀/(R(a + b))] · 1/(1 + 1/x) ≈ [2J₀/(R(a + b))](1 − 1/x).

The leading term no longer contains η. Further, if a ≫ b, then J₀/a = n₀S/A, and

c_H ≈ 2n₀S/(AR) = 3.22×10²¹ cm⁻³.

This is the hydrogen density if the film captures the entire water inflow. At η = 1 the full expression gives 2.97×10²¹ cm⁻³, below this ceiling because some water still reaches the pump. These values assume that the gas is well mixed beyond L = 5 cm, which depends on where the inflow and the pump sit. If both lie across the full 30 cm gap of the 30 L chamber, L = 30 cm gives b = 8.7, and c_H drops to 6.9×10²⁰ cm⁻³ at η = 0.01 and 2.4×10²¹ cm⁻³ at η = 1. The weak-retention law would give 9.56×10²² cm⁻³, more than the 8.19×10²² cm⁻³ of all atoms in the assumed film. The two regimes meet at x = 1, or η ≈ 0.03.

**9. Reading the result for real deposition**

The growth rate, argon pressure and film density are rough typical values for sputtered amorphous InGaZnO₄. The area and pumping speed describe a plausible mid-sized chamber and vary widely. Hydrogen densities of roughly 10²⁰ to 10²¹ cm⁻³ have been measured in such films. The model reaches that range for η from about 0.001 to 0.016, but this does not measure η, since targets and later processing also supply or remove hydrogen. The assumption of constant pumping speed fails if the pump is throttled when argon is admitted. If S falls fourfold at fixed water inflow, the pressure without film uptake rises fourfold and a becomes 119. At η = 0.01,

c_H = 4(9.56×10²⁰)/(1 + 1.19 + 0.015) = 1.7×10²¹ cm⁻³,

which is 2.4 times the unthrottled value. Plasma heating of the walls may also increase the inflow, which this model holds fixed.

For a chosen limit of 1×10¹⁹ cm⁻³ at η = 0.01, the leading law requires a water pressure of 1.05×10⁻⁸ Torr. If this is the reading before growth in the unthrottled chamber, depletion relaxes it by the factor 1.311, to about 1.4×10⁻⁸ Torr. The first figure scales as R/η. The second is also proportional to R, but it follows 1/η only for x ≪ 1; at larger η it falls more slowly, because the film depletes its own supply. Since η is poorly known, both are rough estimates. They also count water alone. Hydrogen gas at the same partial pressure and temperature arrives at 1.43×10¹⁵ cm⁻² s⁻¹, three times the water flux, with a retention probability of its own.

The remaining values are in the numerical output.

Numbers as computed

```
water partial pressure: 1e-06 Torr
water partial pressure: 0.0001333 Pa
temperature: 300 K
water molecular mass: 2.991e-26 kg
thermal energy kT: 4.142e-21 J
gas number density: 3.219e+10 cm^-3
mean speed: 593.8 m/s
WATER FLUX: 4.778e+14 cm^-2 s^-1
flux by quadrature: 4.778e+14 cm^-2 s^-1
box hits / formula: 1
C in J=C p/sqrt(MT), p Torr, M g/mol, T K: 3.513e+22 cm^-2 s^-1
film mass density: 6.1 g/cm3
formula weight: 313.92 g/mol
growth rate: 0.1 nm/s
metal density: 3.51e+22 cm^-3
total atom density: 8.19e+22 cm^-3
metal flux: 3.51e+14 cm^-2 s^-1
water arrivals per metal atom: 1.36
time for n_M^(2/3) water arrivals: 2.24 s
film layer n_M^(-1/3): 0.305 nm
time to grow that layer: 3.05 s
growth rate for arrival ratio 0.01: 13.6 nm/s
eta=0.0001: c_H simple 9.56e+18, corrected 9.53e+18 cm^-3
eta=0.001: c_H simple 9.56e+19, corrected 9.27e+19 cm^-3
eta=0.01: c_H simple 9.56e+20, corrected 7.29e+20 cm^-3
eta=1: c_H simple 9.56e+22, corrected 2.97e+21 cm^-3
simulated c_H at eta 0.01: 9.62e+20 cm^-3
H per metal, eta 0.01, simple: 0.0272
chosen hydrogen limit: 1e+19 cm^-3
water pressure for limit, eta 0.01: 1.05e-08 Torr
coated area: 1000 cm2
chamber volume: 30 L
pump speed for water: 500 L/s
film pump speed, eta 0.01: 148 L/s
pressure ratio p/p0, eta 0.01: 0.771
simulated pressure ratio: 0.766
inflow ceiling on c_H: 3.22e+21 cm^-3
argon pressure: 0.5 Pa
throw distance: 5 cm
water-argon collision diameter: 0.33 nm
diffusion coefficient: 5.1e+04 cm2/s
vbar L/(4D): 1.46
argon factor eta_eff/eta, eta 0.01: 0.986
uptake eta=1: simulated 0.386, formula 0.407
uptake eta=0.3: simulated 0.204, formula 0.209
flux factor for gas at 400 K, same p: 0.866
H2 flux at same p and T: 1.43e+15 cm^-2 s^-1
```
